# Absorption of light by undoped and doped graphene

## Problem

A flat, free-standing sheet of graphene is lit at normal incidence by weak light of angular frequency $\omega$, polarized along $x$. Near each of the two corners ("valleys") of the Brillouin zone where the bands touch, the electrons obey

$$H=v\,\boldsymbol\sigma\cdot\mathbf k ,\qquad \varepsilon_\pm=\pm vk ,$$

where $\mathbf k$ is measured from the corner, $v$ is the Fermi velocity and the Pauli matrices $\boldsymbol\sigma$ act on the two sublattice amplitudes. Spin and valley together give a degeneracy of 4. The electrons are independent and the sheet is clean.

1. The sheet is undoped (chemical potential $\mu=0$) and at zero temperature. Estimate by scaling how the absorbed fraction $A$ of the incident energy depends on $\omega$ and $v$.
2. Calculate $A$ to leading order in the fine-structure constant $\alpha$.
3. Include the field that the undoped sheet itself radiates.
4. Find how a chemical potential $\mu$ and a temperature $T$ change the result of part 2.

Hartree atomic units are used, with $4\pi\epsilon_0=1$, so that $c=1/\alpha$. The electron has charge $-1$.

## First estimate by scaling

A photon lifts an electron from $-vk$ to $+vk$, so $2vk=\omega$ and the wave numbers involved are $k\sim\omega/v$. In two dimensions the number of such states per area is of order $k^2$, spread over an energy of order $\omega$. The density of transitions per area and energy is therefore

$$J\sim \frac{k^2}{\omega}\sim\frac{\omega}{v^2}.$$

For a field of amplitude $E_0$, the vector potential has amplitude $E_0/\omega$. It adds to $\mathbf k$ in $H$, so the coupling is $M\sim vE_0/\omega$. The transition rate per area and the absorbed power per area are then

$$W\sim M^2J\sim\frac{E_0^2}{\omega},\qquad P=\omega W\sim E_0^2 .$$

The velocity has cancelled in $W$, and the frequency in $P$. The incident intensity is the time average of $\epsilon_0cE^2$. With $\epsilon_0=1/4\pi$ and a mean square field $E_0^2/2$,

$$I=\frac{cE_0^2}{8\pi}.$$

Hence $A=P/I\sim8\pi\alpha\approx0.18$, independent of $\omega$ and $v$. Scaling leaves the number in front of $\alpha$ open, since all numerical factors in $P$ were dropped.

## Exact solution of the model

### The coupling

Let $E=E_0\cos\omega t$. From $E=-dA_x/dt$ the vector potential is

$$A_x(t)=-\frac{E_0}{\omega}\sin\omega t .$$

For a charge $-1$, minimal coupling replaces $\mathbf k$ by $\mathbf k+\mathbf A$. At normal incidence the field is uniform over the sheet, so $\mathbf k$ is conserved. Because $H$ is linear in $\mathbf k$, there is no term in $A_x^2$, and the perturbation is

$$V(t)=v\sigma_xA_x(t)=\frac{vE_0}{2i\omega}\,\sigma_x e^{-i\omega t}+\text{h.c.},$$

where $-\sin\omega t=(e^{-i\omega t}-e^{i\omega t})/2i$ was used. The part with $e^{-i\omega t}$ causes absorption.

Write $\mathbf k=k(\cos\varphi,\sin\varphi)$. Then

$$H=vk\begin{pmatrix}0&e^{-i\varphi}\\e^{i\varphi}&0\end{pmatrix},\qquad |\pm\rangle=\frac1{\sqrt2}\begin{pmatrix}1\\ \pm e^{i\varphi}\end{pmatrix}.$$

Since $\sigma_x$ exchanges the two components,

$$\langle+|\sigma_x|-\rangle=\tfrac12\left(1,\;e^{-i\varphi}\right)\begin{pmatrix}-e^{i\varphi}\\1\end{pmatrix}=\tfrac12\left(e^{-i\varphi}-e^{i\varphi}\right)=-i\sin\varphi .$$

Its square, $\sin^2\varphi$, averages to $1/2$ over the circle of resonant states. The other valley has $k_x$ reversed in $H$, which leaves this average unchanged. The mean square coupling is thus

$$\overline{M^2}=\left(\frac{vE_0}{2\omega}\right)^2\frac12=\frac{v^2E_0^2}{8\omega^2}.$$

### The density of transitions

The transition energy is $vk-(-vk)=2vk$. With the fourfold degeneracy,

$$J=4\int\frac{d^2k}{(2\pi)^2}\,\delta(2vk-\omega)=\frac{2}{\pi}\int_0^\infty k\,\delta(2vk-\omega)\,dk .$$

The delta function sets $k=\omega/2v$ and contributes a factor $1/2v$, so

$$J=\frac2\pi\cdot\frac{\omega}{2v}\cdot\frac1{2v}=\frac{\omega}{2\pi v^2}.$$

### The absorbed fraction

At $\mu=0$ and $T=0$ every lower state is filled and every upper state is empty. The model has no relaxation, so the light must end before it changes these occupations appreciably: it should last many periods, but a time short compared with $\omega/(vE_0)$. Fermi's golden rule then gives

$$W=2\pi\,\overline{M^2}\,J=2\pi\cdot\frac{v^2E_0^2}{8\omega^2}\cdot\frac{\omega}{2\pi v^2}=\frac{E_0^2}{8\omega},\qquad P=\omega W=\frac{E_0^2}{8}.$$

Dividing by the intensity,

$$\boxed{A=\frac{E_0^2/8}{cE_0^2/8\pi}=\frac{\pi}{c}=\pi\alpha\approx2.293\ \%}$$

A faster electron couples more strongly to the field, but its steeper cone offers fewer states at the resonant energy, and the two effects cancel.

As a numerical case take $\omega=0.05$ and $E_0=10^{-5}$, for which $I=5.4525\times10^{-10}$. All entries are in atomic units.

| $v$ | $J$ | $\overline{M^2}$ | $W$ | $P$ |
|---|---|---|---|---|
| 0.4 | 0.04974 | $8.0\times10^{-10}$ | $2.5\times10^{-10}$ | $1.25\times10^{-11}$ |
| 0.8 | 0.01243 | $3.2\times10^{-9}$ | $2.5\times10^{-10}$ | $1.25\times10^{-11}$ |

Doubling $v$ divides $J$ by four and multiplies $\overline{M^2}$ by four. In both rows $A=1.25\times10^{-11}/5.4525\times10^{-10}=0.0229$.

### The field radiated by the sheet

So far the field at the sheet was taken to be the incident one. In terms of a sheet conductivity $\sigma$, the absorbed power is $P=\tfrac12\sigma E_0^2$, so $P=E_0^2/8$ means $\operatorname{Re}\sigma=1/4$. Causality ties the imaginary part at $\omega$ to the integral

$$\mathcal P\!\!\int_0^\infty\frac{\operatorname{Re}\sigma(w)}{w^2-\omega^2}\,dw .$$

For constant $\operatorname{Re}\sigma$ the antiderivative is proportional to $\ln|(w-\omega)/(w+\omega)|$. It vanishes at $w=0$ and $w\to\infty$, and its values at $w=\omega\pm\eta$ agree as $\eta\to0$. The principal value is therefore zero. The integral leaves open a further term proportional to $1/\omega$, the response to a constant vector potential. A constant $\mathbf A$ only shifts $\mathbf k$, and a filled band then carries no current, so this term must vanish for the undoped sheet at $T=0$. A cone cut off at a finite energy gives a spurious term of this kind that grows with the cutoff; on the lattice the $A_x^2$ term cancels it. With this term absent, $\sigma=1/4$ is real.

Let the incident wave have unit amplitude, and let $r$ and $t_s$ be the reflected and transmitted amplitudes. The electric field is continuous across the sheet:

$$1+r=t_s .$$

The magnetic field of a wave is $E/c$, with opposite sign for the reflected wave. It jumps by $\mu_0=4\pi/c^2$ times the sheet current $\sigma t_s$:

$$\frac{1-r}{c}-\frac{t_s}{c}=\frac{4\pi}{c^2}\,\sigma t_s .$$

Inserting $r=t_s-1$ gives $2-2t_s=4\pi\sigma t_s/c$, so

$$t_s=\frac1{1+2\pi\sigma/c}=\frac1{1+\pi\alpha/2},\qquad 1-t_s=\frac{\pi\alpha}{2}\,t_s .$$

The absorbed fraction is what is neither transmitted nor reflected:

$$A=1-t_s^2-(1-t_s)^2=2t_s(1-t_s)=\frac{\pi\alpha}{(1+\pi\alpha/2)^2}.$$

This gives 97.746 % transmitted, 0.0128 % reflected and 2.241 % absorbed. The value $\pi\alpha$ is thus the leading term. The correction accounts for the radiated field alone; interactions between the electrons are outside the model, and their effect is not estimated here.

### Pauli blocking

With occupations $f_-$ and $f_+$ of the lower and upper state, absorption is weighted by $f_-(1-f_+)$ and stimulated emission by $f_+(1-f_-)$. The products cancel in the difference, which is $f_--f_+$. The resonant states lie at $\mp\omega/2$, so to leading order in $\alpha$

$$A=\pi\alpha F,\qquad F=f(-\omega/2)-f(\omega/2),\qquad f(\varepsilon)=\frac12\left[1-\tanh\frac{\varepsilon-\mu}{2k_BT}\right].$$

Set $a=\omega/4k_BT$ and $b=\mu/2k_BT$. Then

$$F=\tfrac12\left[\tanh(a+b)+\tanh(a-b)\right]=\frac{\sinh2a}{2\cosh(a+b)\cosh(a-b)}=\frac{\sinh2a}{\cosh2a+\cosh2b}.$$

The second step puts the sum over a common denominator and uses the addition theorem for $\sinh$; the third uses the product formula for $\cosh$. Therefore

$$\boxed{A=\pi\alpha\,\frac{\sinh(\omega/2k_BT)}{\cosh(\mu/k_BT)+\cosh(\omega/2k_BT)}}$$

As $T\to0$ the larger exponential wins, and $F$ tends to 1 for $\omega>2|\mu|$ and to 0 for $0<\omega<2|\mu|$:

$$A=\pi\alpha\,\theta(\omega-2|\mu|).$$

For $\mu>0$ the final state at $\omega/2$ is already filled below the threshold. For $\mu<0$ the initial state at $-\omega/2$ is empty. The factor 2 arises because each transition is symmetric about the Dirac point.

For an undoped sheet, $F=\tanh(\omega/4k_BT)$, so frequency independence requires $\omega\gg4k_BT$.

Take $\mu=0.010$ and $k_BT=0.001$ hartree (about 316 K). The threshold is $2\mu=0.020$ hartree, or 0.544 eV. At $\omega=0.024$, for example, $F=\sinh12/(\cosh10+\cosh12)\approx1/(1+e^{-2})=0.881$.

| $\omega$ (hartree) | $F$ | $A$ (%) |
|---|---|---|
| 0.010 | 0.007 | 0.015 |
| 0.016 | 0.119 | 0.273 |
| 0.020 | 0.500 | 1.146 |
| 0.024 | 0.881 | 2.019 |
| 0.030 | 0.993 | 2.277 |

Transitions within one band do not fill the gap below threshold in this model: at fixed $\mathbf k$ they have zero energy. Scattering by disorder or phonons relaxes the conservation of $\mathbf k$ and permits such absorption whenever free carriers are present, whether from doping or from heat. In a Drude description with scattering rate $\Gamma$ and $|\mu|\gg k_BT$ it adds about $4\alpha|\mu|\Gamma/(\omega^2+\Gamma^2)$ to $A$. For $\Gamma=5$ meV this is 0.054 % at $\omega=0.010$, more than the 0.015 % in the table. Well below threshold the table therefore describes the clean model and not a real sheet.

## Comparison

The estimate gave the correct dependence on $\omega$, $v$ and $\alpha$, but $8\pi\alpha$ is eight times the calculated $\pi\alpha$. The missing factor in the power is

$$2\pi\cdot\frac1{2\pi}\cdot\frac14\cdot\frac12=\frac18 .$$

These factors come, in order, from the golden rule, from $J$, from the square of the half of the oscillating field that absorbs, and from the angular average.

The scaling argument also shows where universality can end. It used $\omega$ as the one energy in the problem. Doping and heat bring in $\mu$ and $k_BT$, and $A$ then depends on their ratios to $\omega$. The lattice brings in the hopping energy $t$ between neighbouring atoms, which limits the range of the straight cones. A nearest-neighbour lattice calculation for the undoped sheet at $T=0$, to leading order in $\alpha$, gives these excesses relative to $\pi\alpha$:

| $\omega/t$ | 0.1 | 0.2 | 0.5 | 1.0 |
|---|---|---|---|---|
| excess (%) | 0.11 | 0.45 | 2.9 | 13.2 |

The excess grows fourfold between the first two columns, as a correction of order $(\omega/t)^2$ does. With $t=0.1$ hartree, the photon energy $\omega=0.05$ used above has $\omega/t=0.5$, so there the cone result is already about 3 % low.

An independent numerical check solves the time-dependent Schrödinger equation for the cone model in a weak light pulse. For $v=0.4$ with central frequency 0.05, and for $v=0.8$ with 0.03, the undoped sheet takes up the same fraction of the pulse energy, 0.02292.

## Calculated quantities

```
fine-structure constant alpha = 0.00729735
pi*alpha = 0.022925 = 2.293 percent
photon energy = 0.050 hartree, field E0 = 1.0e-05 a.u.
incident intensity = 5.4525e-10 a.u.
v = 0.4 a.u.: resonant k = 0.06250 a.u.
  joint density of states = 0.04974 a.u.
  mean square coupling = 8.0000e-10 a.u.
  transition rate per area = 2.5000e-10 a.u.
  absorbed power per area = 1.2500e-11 a.u.
  absorbed fraction = 0.022925
v = 0.8 a.u.: resonant k = 0.03125 a.u.
  joint density of states = 0.01243 a.u.
  mean square coupling = 3.2000e-09 a.u.
  transition rate per area = 2.5000e-10 a.u.
  absorbed power per area = 1.2500e-11 a.u.
  absorbed fraction = 0.022925
sheet with its own radiated field, undoped:
  transmitted = 97.746 percent
  reflected = 0.0128 percent
  absorbed = 2.241 percent
doped sheet: mu = 0.010 hartree, kT = 0.0010 hartree
  kT corresponds to 315.8 K
  threshold 2mu = 0.020 hartree = 0.544 eV
  w = 0.010 hartree: F = 0.00669, absorbed = 0.0153 percent
  w = 0.016 hartree: F = 0.11920, absorbed = 0.2733 percent
  w = 0.020 hartree: F = 0.50000, absorbed = 1.1463 percent
  w = 0.024 hartree: F = 0.88080, absorbed = 2.0193 percent
  w = 0.030 hartree: F = 0.99331, absorbed = 2.2772 percent
pulse propagation (absorbed fraction of incident energy):
  v = 0.4 a.u., center w0 = 0.05 hartree
    undoped = 0.022924
    mu = 0.7 w0, cold: below 1e-6 is True
    mu = 0.5 w0, kT = 0.04 w0: 0.011904, formula 0.011905
  v = 0.8 a.u., center w0 = 0.03 hartree
    undoped = 0.022924
    mu = 0.7 w0, cold: below 1e-6 is True
    mu = 0.5 w0, kT = 0.04 w0: 0.011904, formula 0.011905
lattice: t = 0.10 hartree, bond = 2.6667 bohr
  w/t = 0.1: absorbed = 2.2951 percent, excess over pi*alpha = 0.111 percent
  w/t = 0.2: absorbed = 2.3028 percent, excess over pi*alpha = 0.447 percent
  w/t = 0.5: absorbed = 2.3588 percent, excess over pi*alpha = 2.889 percent
  w/t = 1.0: absorbed = 2.5950 percent, excess over pi*alpha = 13.194 percent
```
